\section*{Setting negative fitted thicknesses to zero: comment on a wafer map}

\section{The argument under review}

The manuscript concerns residual copper on a polished wafer. X-ray fluorescence is recorded at 49 sites, a copper thickness is fitted at each, and every negative thickness is replaced by zero before the map is averaged. The justification runs as follows.

\begin{quote}
A film cannot have a negative thickness. Zero is the allowed value nearest to a negative fit, so the replacement brings that reading closer to the truth. A map whose readings have all been improved, or left alone, has an improved mean.
\end{quote}

The first two sentences are correct. The third does not follow from them. The way to see this is to ask what the averaged map tends to when there is no copper on the wafer.

\section{What a negative fit means}

Let $P$ be the counts in the copper peak window and $C$ the counts in side windows chosen to have the same expected background. With a sensitivity $S$ in counts per nm, the fitted thickness is
\begin{equation}
X=\frac{P-C}{S}=t+e ,
\end{equation}
where $t\ge 0$ is the true thickness and $e$ is the error. Thickness here means copper mass per area divided by the bulk density, so a value below one atomic layer is an amount of copper and not the height of a continuous film.

I assume that $e$ is Gaussian with mean zero and known standard deviation $\sigma$, and that the errors at different sites are independent. On a copper-free site $P$ and $C$ have equal expectations, and about half of the differences come out negative. Such a reading says that the peak window happened to collect fewer counts than the side windows. It does not assert negative matter, and it is not a failed measurement.

Imposing $t\ge0$ inside the fitting routine does not avoid the question. Consider a linear fit with known weights. Scale the data $y$ so that each point has unit, independent noise, and write the model as $ta+Gb$, where $a$ is the copper peak shape, the columns of $G$ are the other components, such as the background, and $b$ holds their unbounded amplitudes. Minimizing $|y-ta-Gb|^2$ over $b$ at fixed $t$ removes the part of $y-ta$ that $G$ can describe. What remains is $M(y-ta)$, with the projector $M=1-G(G^{T}G)^{-1}G^{T}$. Since $M^{T}=M$ and $M^2=M$,
\begin{align}
\chi^2(t)&=y^{T}My-2t\,a^{T}My+t^2a^{T}Ma\nonumber\\
&=\chi^2_{\min}+a^{T}Ma\,(t-X)^2,
\qquad X=\frac{a^{T}My}{a^{T}Ma}.
\end{align}
The noise in $y$ has unit covariance, so
\begin{equation}
\sigma^2=\mathrm{Var}\,X=\frac{a^{T}MM^{T}a}{(a^{T}Ma)^2}=\frac{1}{a^{T}Ma},
\qquad
\chi^2(t)=\chi^2_{\min}+\frac{(t-X)^2}{\sigma^2}.
\end{equation}
This parabola has its minimum at $X$. If $X<0$, it rises throughout $t\ge0$, and the bounded minimum is at $t=0$. The bounded fit therefore returns
\begin{equation}
Y=\max(0,X),
\end{equation}
the same number as replacement after the fit. In a test on 200 synthetic spectra of 20 channels, with a peak on a free constant background, 107 unbounded fits were negative, and the bounded fit agreed with $\max(0,X)$ to within $10^{-7}$ in all 200. In a nonlinear fit $\chi^2(t)$ need not be a parabola, and the equivalence has to be examined case by case.

\section{Where the argument is right}

If $X\ge0$, nothing changes. If $X<0$, the distances from the truth before and after replacement are
\begin{equation}
|X-t|=t-X=t+|X|,\qquad |0-t|=t .
\end{equation}
The second is smaller. For a single reading the replacement never increases the error, and it lowers the mean square error. For an absent film the negative half of the readings then contributes no error at all, while the positive half is untouched. By symmetry the mean square error falls from $\sigma^2$ to $\sigma^2/2$.

A mean square error, however, is a variance plus the square of a bias. Averaging over sites reduces the first part and leaves the second. If the replacement has exchanged variance for bias, the manuscript's last inference fails once enough sites are averaged.

\section{The mean reading for an absent film}

Set $t=0$. Negative readings contribute zero to the mean of $Y$, and positive ones contribute their own value:
\begin{align}
E[Y]&=\int_0^\infty x\,\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dx
=\frac{1}{\sigma\sqrt{2\pi}}\Big[-\sigma^2e^{-x^2/2\sigma^2}\Big]_0^\infty\nonumber\\
&=\frac{\sigma}{\sqrt{2\pi}}=0.399\,\sigma .
\end{align}
Since the truth is zero, this is the bias. It is an average over repetitions: about half the individual readings are zero, and the others scatter over positive values.

The cause is a lost cancellation. Write $e_+=\max(0,e)$ and $e_-=\max(0,-e)$, so that $e=e_+-e_-$ and $|e|=e_++e_-$. For any error with mean zero, $E[e_+]=E[e_-]$, and hence
\begin{equation}
E[\max(0,e)]=\tfrac12E|e| .
\end{equation}
The signed mean is correct because the two halves cancel, and the replacement deletes one of them. A zero-mean error that is not identically zero thus gives a positive bias whatever its shape. The Gaussian supplies the number. For the same $\sigma$, a uniform error gives $0.433\,\sigma$, a Laplace error $0.354\,\sigma$, and an exponential error shifted to mean zero $0.368\,\sigma$.

Discarding the negative readings altogether is worse. The same integral is then divided by the probability $1/2$ of a positive reading, and the bias doubles to $\sigma\sqrt{2/\pi}=0.798\,\sigma$.

\section{The bias when copper is present}

Let $\tau=t/\sigma$, and let $\phi$ and $\Phi$ be the standard normal density and distribution function. With $x=t+\sigma z$, the condition $x>0$ becomes $z>-\tau$:
\begin{align}
E[Y]&=\int_{-\tau}^{\infty}(t+\sigma z)\,\phi(z)\,dz
=t\,\Phi(\tau)+\sigma\,\phi(\tau),
\end{align}
where the second term uses $z\phi(z)=-\phi'(z)$ and $\phi(-\tau)=\phi(\tau)$. Subtracting $t$ and using $1-\Phi(\tau)=\Phi(-\tau)$ gives
\begin{equation}
E[Y]-t=\sigma\left[\phi(\tau)-\tau\,\Phi(-\tau)\right].
\label{eq:bias}
\end{equation}
At $\tau=0$ this returns $\sigma/\sqrt{2\pi}$. For thick films it helps to write the bracket as an integral over the readings that would have been negative, and then to put $z=\tau+u$:
\begin{equation}
\int_\tau^\infty(z-\tau)\phi(z)\,dz
=\phi(\tau)\int_0^\infty u\,e^{-\tau u-u^2/2}\,du
<\frac{\phi(\tau)}{\tau^2}.
\end{equation}
The bound follows from $e^{-u^2/2}<1$ for $u>0$ and $\int_0^\infty ue^{-\tau u}du=1/\tau^2$. The bias therefore vanishes faster than a Gaussian tail: it is $0.083\,\sigma$ at $t=\sigma$, $0.0085\,\sigma$ at $2\sigma$ and $0.0004\,\sigma$ at $3\sigma$.

The bias is thus very small for a film several $\sigma$ thick, and largest where the question is whether a film exists. It also distorts comparisons. Between a bare region and one with $t=\sigma$, the expected difference of the replaced readings is $(1+0.083-0.399)\sigma=0.68\,\sigma$ instead of $\sigma$.

\section{What averaging does}

Return to $t=0$. Half of the Gaussian second moment lies on the positive side, so $E[Y^2]=\sigma^2/2$ and
\begin{equation}
\mathrm{Var}\,Y=\sigma^2\left(\frac12-\frac1{2\pi}\right)=0.341\,\sigma^2 .
\end{equation}
For $N$ independent sites, the mean square errors of the mean are
\begin{equation}
\text{signed: }\frac{\sigma^2}{N},\qquad
\text{replaced: }\frac{\sigma^2}{2\pi}+\frac{\sigma^2}{N}\left(\frac12-\frac1{2\pi}\right).
\end{equation}
Setting them equal and collecting the terms in $1/N$ gives
\begin{equation}
\frac1{2\pi}=\frac1N\left(\frac12+\frac1{2\pi}\right)
\quad\Longrightarrow\quad N=\pi+1\approx4.14 .
\end{equation}
Up to four sites, replacement still gives the smaller mean square error for an absent film. From five sites on, the signed mean is better, again for an absent film. Simulating the replaced readings and comparing them with the exact $\sigma^2/N$ for signed ones shows the change of order: $0.244\,\sigma^2$ against $0.250\,\sigma^2$ at $N=4$, and $0.228\,\sigma^2$ against $0.200\,\sigma^2$ at $N=5$.

This crossover is specific to $t=0$. In general the two errors are equal at $N=(\sigma^2-\mathrm{Var}\,Y)/(E[Y]-t)^2$, which grows quickly with thickness: about 11 sites at $t=0.5\,\sigma$, 36 at $t=\sigma$ and 130 at $t=1.5\,\sigma$. With 49 sites the replaced mean keeps a slightly smaller mean square error once $t$ exceeds about $1.13\,\sigma$, by about $7\%$ at $1.5\,\sigma$. That small gain requires knowing beforehand that a film is present, which is the question the map is meant to answer.

The standard error of the replaced mean is $0.584\,\sigma/\sqrt N$, so the false thickness measured in its own standard errors is
\begin{equation}
\frac{0.399\,\sigma}{0.584\,\sigma/\sqrt N}=0.683\,\sqrt N .
\end{equation}
More sites make the absent film look more certain. Independence matters for these variances but not for the bias. If all sites shared one side-window measurement, the expectation of each reading, and hence of their mean, would be the same, but the scatter of the mean would no longer fall as $1/\sqrt N$.

\section{The copper map}

Take an expected background of 400 counts in the peak window, the same in the side windows, measured separately at each site, and $S=500$ counts per nm. Poisson variances add in a difference, so for a copper-free site
\begin{equation}
\sigma=\frac{\sqrt{400+400}}{500}\ \mathrm{nm}=\frac{28.28}{500}\ \mathrm{nm}=0.0566\ \mathrm{nm}.
\end{equation}
The false mean thickness is $0.399\times0.0566=0.0226$ nm. At bulk density copper has $8.49\times10^{15}$ atoms/cm$^2$ per nm, so the replacement reports $1.9\times10^{14}$ copper atoms/cm$^2$ on a wafer that has none.

For 49 sites the signed mean has a standard error of $0.0566/7=0.0081$ nm. The replaced mean has the smaller standard error $0.584\times0.0566/7=0.0047$ nm, and its false value lies 4.8 of these above zero. The reduced scatter looks like better precision, but it is scatter about the wrong value.

In one simulated copper-free map, 21 sites were negative and the readings ran from $-0.146$ to $0.142$ nm. The signed mean was $0.0048$ nm, within one standard error of zero. The replaced mean was $0.0285$ nm. Over 40\,000 such maps, a film was declared when the mean exceeded three standard errors estimated from the map itself. Signed readings gave a false detection in $0.24\%$ of maps, and replaced readings in $99.93\%$, with sampling uncertainties of about $0.02$ and $0.01$ percentage points. The numerical output lists these values.

\section{How far the model holds for a real wafer}

The counts and the sensitivity are round values chosen for illustration and do not describe a particular instrument. Real sensitivities vary widely, and at fixed background counts $\sigma$ and the false thickness scale as $1/S$. A real surface may also carry some copper, but a trace of $10^{12}$ atoms/cm$^2$ amounts to $0.002\,\sigma$ here, so ``absent'' is a fair description at this noise level. One assumption that needs checking is the equality of the backgrounds. Copper fluorescence from parts of the instrument, for example, would add to the peak window and not to the side windows. An excess of 1\%, or 4 counts, shifts every signed reading by $0.0080$ nm, as much as the standard error of the signed mean. Averaging signed readings does not remove this shift; a copper-free blank measured in the same way can determine it, given enough readings. A blank with only 49 sites would give the shift with a standard error of $0.0081$ nm, as large as the shift itself. With $\sigma$ held fixed, the replaced mean rises from $0.0226$ to $0.0268$ nm, about half the shift, because only the readings that stay positive respond to it.

Three other effects are smaller in this example. Summing over the Poisson distributions instead of using a Gaussian lowers the bias for an absent film by $0.02\%$ of its value. When copper is present, its own counts add noise. At $t=0.0566$ nm they raise the standard deviation by $1.75\%$, and the bias is $0.00495$ nm, compared with $0.00471$ nm from Eq.~(\ref{eq:bias}) with $\sigma$ held fixed. Self-absorption in a film this thin, for a rough mass attenuation coefficient of 50 cm$^2$/g and beams at $45^\circ$, removes a fraction of about $4\times10^{-6}$ of the signal. An exciting line just above the copper K edge is absorbed several times more strongly and raises this to about $10^{-5}$, still negligible.

\section{Requested changes}

The map should be tabulated with its signed values and their $\sigma$, and all means, differences and significance tests should be computed from these. If a physically allowed thickness is wanted for the wafer, the bound can be applied once, to the final mean. That mean is itself a Gaussian reading with standard deviation $\sigma/\sqrt N$, so the earlier result applies to it, and the bias for an absent film becomes
\begin{equation}
\frac{\sigma}{\sqrt{2\pi N}}=\frac{0.0226\ \mathrm{nm}}{7}=0.0032\ \mathrm{nm},
\end{equation}
which is also the value found in the simulated maps. Here the manuscript's own argument is valid, because a single number is being moved closer to the truth. It would cease to be valid if such bounded wafer means were averaged over a batch, so the signed wafer mean should be archived as well.

If the original signed readings have been lost, the zeros should be treated as readings known only to be at or below zero, and the analysis should use a likelihood that says so. They should not enter an average as measured values of zero.

\section*{Calculated quantities}
\begin{verbatim}
Bias of clipped thickness, by quadrature (units of sigma):
  t/sigma = 0.0: bias 0.3989, mean sq. error 0.5000
  t/sigma = 0.5: bias 0.1978, mean sq. error 0.5926
  t/sigma = 1.0: bias 0.0833, mean sq. error 0.7580
  t/sigma = 2.0: bias 0.0085, mean sq. error 0.9603
  t/sigma = 3.0: bias 0.0004, mean sq. error 0.9975
Absent film: variance of clipped value = 0.3408 sigma^2
Absent film: std. dev. of clipped value = 0.5838 sigma
Bias if negative readings are deleted = 0.7979 sigma
Clipping bias, uniform error = 0.4330 sigma
Clipping bias, Laplace error = 0.3536 sigma
Clipping bias, shifted exponential error = 0.3679 sigma
Bounded-fit test: 107 of 200 free fits were negative
N = 4: mean sq. error clipped 0.2440, signed 0.2500 sigma^2
N = 5: mean sq. error clipped 0.2277, signed 0.2000 sigma^2
Equal mean square error at N = 4.1416
Background = 400 counts, sensitivity = 500 counts/nm, sites = 49
Sigma in counts = 28.28
Sigma of one thickness = 0.0566 nm
False mean thickness (Gaussian) = 0.0226 nm
Copper atoms per nm of film = 8.491e+15 cm^-2
False areal density = 1.92e+14 cm^-2
Std. error of signed mean = 0.0081 nm
Std. error of clipped mean = 0.0047 nm
False mean / its std. error = 4.78
One map: negative sites = 21, lowest = -0.146 nm, highest = 0.142 nm
One map: signed mean = 0.0048 nm, clipped mean = 0.0285 nm
False detections at 3 std. errors, signed = 0.24 %
False detections at 3 std. errors, clipped = 99.93 %
Bias if the map mean is clipped once = 0.0032 nm
Absent film: Poisson bias / Gaussian bias = 0.999844
Film of one sigma: Poisson bias = 0.00495 nm, fixed-sigma formula = 0.00471 nm
Film of one sigma: sigma grows by 1.75 %
1 % background mismatch: offset = 0.0080 nm = 0.141 sigma
Clipped mean with this positive offset = 0.0268 nm
Self-absorption loss in a film of one sigma = 3.6e-06
Real trace of 1e12 cm^-2 = 1.2e-04 nm = 0.0021 sigma
\end{verbatim}
